# Nonanalytic Cubic Force Constants from Macroscopic Fields at Third Order

Three long-wave optical phonons meet in a polar insulator. Any of them that displaces charge along its own wavevector carries a macroscopic electric field that does not fade as the wavelength grows. A calculation with strictly uniform displacements in a periodic cell has no such field. The cubic force constant from that calculation therefore differs in general from the limit of the finite-wavelength force constants, and this limit in general depends on the directions of approach. The difference follows from a few response tensors of the uniform crystal.

## 1. Setting and assumptions

Hartree atomic units are used, with Gaussian electrostatics. The index $i$ of a displacement $u_i$ runs over atoms and Cartesian directions; $a,b,c$ are field directions; repeated indices are summed. The cell volume $\Omega$ is fixed. I assume the following.

1. The electrons follow the ions adiabatically, there are no free carriers, and retardation is neglected, so $\mathbf E=-\nabla\varphi$.
2. Once the macroscopic field is treated as a separate variable, the remaining response is short-ranged. The energy per cell is then a local function $f(u,\mathbf E)$ plus terms with gradients of $u$ and $\mathbf E$.
3. The electronic functional has no macroscopic exchange-correlation field besides $\mathbf E$.
4. The electronic dielectric tensor $\epsilon$ is positive definite.

The function $f$ includes the vacuum term $-\Omega E^2/8\pi$. With $p_a$ the cell dipole,

$$\frac{\partial f}{\partial E_a}=-p_a-\frac{\Omega E_a}{4\pi}=-\frac{\Omega D_a}{4\pi}. \tag{1}$$

A permanent dipole is omitted: it multiplies the average field, which is zero for waves of finite wavevector. Expand the dipole to second order:

$$p_a=Z_{a,i}u_i+\Omega\chi_{ab}E_b+\tfrac12 Z'_{a,ij}u_iu_j+\Omega\chi'_{ab,i}E_bu_i+\Omega\chi^{(2)}_{abc}E_bE_c .$$

Here $Z$ is the Born charge, $Z'_{a,ij}=\partial Z_{a,i}/\partial u_j$, and $\chi'_{ab,i}=\partial\chi_{ab}/\partial u_i$ is the Raman tensor. All are taken at $u=0$, $\mathbf E=0$, and $\epsilon=1+4\pi\chi$. Integrating (1) gives $f=f_2+f_3+\dots$ with

$$f_2=\tfrac12C_{ij}u_iu_j-E_aZ_{a,i}u_i-\frac{\Omega}{8\pi}E_a\epsilon_{ab}E_b, \tag{2}$$

$$f_3=\tfrac16\phi_{ijk}u_iu_ju_k-\tfrac12E_aZ'_{a,ij}u_iu_j-\tfrac\Omega2E_aE_b\chi'_{ab,i}u_i-\tfrac\Omega3\chi^{(2)}_{abc}E_aE_bE_c. \tag{3}$$

The factors are checked by differentiation: $-\partial/\partial E_a$ turns the last three terms of (3) into the last three terms of $p_a$. Since mixed derivatives commute, $Z'_{a,ij}=-\partial C_{ij}/\partial E_a$. The Born-charge derivative is thus also the response of the force constants to a field.

Take real polarizations $v_n$ and waves with $\mathbf q_1+\mathbf q_2+\mathbf q_3=0$:

$$u(\mathbf r)=\sum_{n=1}^3\left(A_nv_ne^{i\mathbf q_n\cdot\mathbf r}+\text{c.c.}\right).$$

The cubic coupling $\Phi(v_1,v_2,v_3)$ is the coefficient of $A_1A_2A_3$ in the average energy per cell after all fields have been eliminated. For waves $a_nv_n\cos(\mathbf q_n\cdot\mathbf r)$ one has $A_n=a_n/2$. The product and its complex conjugate then give $\tfrac14\operatorname{Re}\Phi\,a_1a_2a_3$ for three small nonzero wavevectors, collinear or not: any other choice of signs sums to zero only if one wavevector vanishes. At finite wavevector $\Phi$ need not be real, even in a crystal with inversion symmetry: if inversion reverses all three displacement patterns, then $\Phi=-\Phi^*$ and $\Phi$ is purely imaginary. The limit derived below is real, so in that case it is zero.

## 2. Theorem

**Theorem.** Let all three wavevectors tend to zero with fixed nonzero directions $\hat{\mathbf q}_n$ and fixed ratios of length. Define

$$\mathbf e_n=-\frac{4\pi}{\Omega}\,\hat{\mathbf q}_n\,\frac{\hat{\mathbf q}_n\cdot Zv_n}{\hat{\mathbf q}_n\cdot\epsilon\,\hat{\mathbf q}_n}. \tag{4}$$

Then

$$\begin{aligned}\Phi\to{}&\phi(v_1,v_2,v_3)-\sum_{\rm cyc}\mathbf e_1\cdot Z'(v_2,v_3)\\&-\Omega\sum_{\rm cyc}\chi'(\mathbf e_1,\mathbf e_2;v_3)-2\Omega\,\chi^{(2)}(\mathbf e_1,\mathbf e_2,\mathbf e_3).\end{aligned}\tag{5}$$

Each cyclic sum has three terms, and parentheses denote contraction with the listed vectors.

The terms after $\phi$ depend on the $\hat{\mathbf q}_n$ but not on the lengths of the wavevectors. Where they vary with direction they have no unique value at the origin, which makes them nonanalytic there. The split from $\phi$ is fixed by the condition $\mathbf E=0$.

### Lemma 1: the first-order field

*To first order in the amplitudes, wave $n$ carries the field $A_n\mathbf e_n$.*

**Proof.** A potential $\varphi_ne^{i\mathbf q_n\cdot\mathbf r}$ gives a field amplitude $-i\mathbf q_n\varphi_n=\mathcal E_n\hat{\mathbf q}_n$, so the field is longitudinal. Write $b=\hat{\mathbf q}_n\cdot Zv_n$ and $\kappa=(\Omega/4\pi)\,\hat{\mathbf q}_n\cdot\epsilon\hat{\mathbf q}_n$. The average of a product of two real waves contains the two cross terms of amplitude and conjugate, so (2) becomes

$$\bar f_2=|A_n|^2\,v_n\cdot Cv_n-b\,(\mathcal E_n^*A_n+\mathcal E_nA_n^*)-\kappa|\mathcal E_n|^2. \tag{6}$$

The energy is stationary in $\varphi$; by (1) this is the condition $\nabla\cdot\mathbf D=0$. Differentiating (6) with respect to $\mathcal E_n^*$ gives $-bA_n-\kappa\mathcal E_n=0$, hence $\mathcal E_n=-(b/\kappa)A_n$, which is (4). $\square$

Inserting this field into (6), the middle term is $+2b^2|A_n|^2/\kappa$ and the last is $-b^2|A_n|^2/\kappa$. The longitudinal force constant is therefore

$$C_{\rm L}=v\cdot Cv+\frac{4\pi}{\Omega}\frac{(\hat{\mathbf q}\cdot Zv)^2}{\hat{\mathbf q}\cdot\epsilon\hat{\mathbf q}}. \tag{7}$$

This is the harmonic LO-TO term. It is never negative, although the field enters (6) with negative curvature, because the stationary point in $\varphi$ is a maximum.

The field (4) is of order $q^0$. A gradient term in the energy carries at least one further factor of $q$ and drops out of the limit. Such terms, among them dynamical quadrupoles, can still produce direction-dependent contributions at higher order in $q$, which (5) does not contain.

### Lemma 2: second-order fields do not enter

*The third-order energy is the average of $f_3$ evaluated with the first-order field.*

**Proof.** Write $\varphi=\varphi^{(1)}+\varphi^{(2)}+\dots$ in powers of the amplitudes, and let $F_2,F_3$ be the averages of $f_2,f_3$. The third-order energy is

$$F^{(3)}=F_3[u,\varphi^{(1)}]+\frac{\delta F_2}{\delta\varphi}\bigg|_{u,\varphi^{(1)}}\!\cdot\varphi^{(2)}.$$

The waves do generate a second-order potential, for instance at $\mathbf q_1+\mathbf q_2=-\mathbf q_3$. But $\varphi^{(1)}$ was determined by the vanishing of $\delta F_2/\delta\varphi$ against every variation, so the last term is zero. The quadratic term in $\varphi^{(2)}$ is of fourth order. $\square$

### Proof of the theorem

By Lemma 2, insert the waves and their fields $A_n\mathbf e_n$ into (3) and collect $A_1A_2A_3$. The spatial average of the three exponentials is one, because the wavevectors sum to zero.

- In $\phi uuu/6$ the three waves can be assigned to the factors in $3!=6$ ways, giving $\phi(v_1,v_2,v_3)$.
- In $-\tfrac12EZ'uu$ there are three choices of the wave that supplies the field. The other two can be ordered in two ways, which cancels the $\tfrac12$.
- In $-\tfrac\Omega2EE\chi'u$ there are three choices of the wave that supplies the displacement, and again two orderings.
- In $-\tfrac\Omega3\chi^{(2)}EEE$ there are six assignments, giving $-2\Omega\chi^{(2)}$.

The sum is (5). $\square$

**Remark (rigid translation).** If all atoms of a neutral cell move by the same vector, $f(u,\mathbf E)$ does not change in a uniform field. Differentiating this identity shows that $Z$, $Z'$, $\chi'$ and $\phi$ vanish when a displacement index is contracted with the translation. If one $v_n$ is a rigid translation, then $\mathbf e_n=0$ and every term of (5) is zero. Acoustic couplings therefore begin at higher order in $q$, outside the theorem.

## 3. Boundary conditions and related limits

**Uniform displacement with $\mathbf E=0$.** If the cell is strictly periodic and the average field is held at zero, the field terms are absent and the coupling is $\phi(v_1,v_2,v_3)$. This is not the $q\to0$ limit when the field terms have a nonzero sum.

**Corollary 1 (open-circuit slab).** Consider a thick slab with normal $\mathbf n$, uniform displacements, no free surface charge and no permanent dipole along $\mathbf n$. Its tangential field is zero, and $D_n=0$. By (1), $D_n=0$ is stationarity of $f$ in the field component along $\mathbf n$. The two lemmas hold with each $\hat{\mathbf q}_n$ replaced by $\mathbf n$, so the coupling is (5) with three equal directions. Surface contributions per cell are neglected.

**Corollary 2 (slope of the LO force constant).** Let $\hat{\mathbf q}_1=\pm\hat{\mathbf q}_2=\hat{\mathbf q}$ and $v_1=v_2=w$. For any $v_3$, the derivative of (7) along a uniform displacement $v_3$ at $\mathbf E=0$ equals the right side of (5) with $\mathbf e_3$ set to zero. It equals the coupling $\Phi$ itself if the third phonon carries no field, $\hat{\mathbf q}_3\cdot Zv_3=0$. Because the wavevectors sum to zero, $\hat{\mathbf q}_3=\pm\hat{\mathbf q}$ here.

**Proof.** Equation (4) is even in $\hat{\mathbf q}$, so $\mathbf e_1=\mathbf e_2=\mathbf e$. With $\partial\epsilon=4\pi\chi'$, differentiating (7) gives

$$\phi(w,w,v_3)+\frac{8\pi}{\Omega}\frac{(\hat{\mathbf q}\cdot Zw)\,\hat{\mathbf q}\cdot Z'(w,v_3)}{\hat{\mathbf q}\cdot\epsilon\hat{\mathbf q}}-\frac{16\pi^2}{\Omega}\frac{(\hat{\mathbf q}\cdot Zw)^2\chi'(\hat{\mathbf q},\hat{\mathbf q};v_3)}{(\hat{\mathbf q}\cdot\epsilon\hat{\mathbf q})^2}.$$

By (4), the second term is $-2\mathbf e\cdot Z'(w,v_3)$ and the third is $-\Omega\chi'(\mathbf e,\mathbf e;v_3)$. These are the terms of (5) that remain for $\mathbf e_3=0$. $\square$

If the third phonon does carry a field, $\Phi$ contains in addition $-\mathbf e_3\cdot Z'(w,w)$, $-2\Omega\chi'(\mathbf e,\mathbf e_3;w)$ and $-2\Omega\chi^{(2)}(\mathbf e,\mathbf e,\mathbf e_3)$.

**Proposition (one soft phonon).** Let $\mathbf q_3=\mathbf k\to0$ while $\mathbf q_1\to\mathbf q$ and $\mathbf q_2\to-\mathbf q$ stay finite. Let $W(U,\mathbf E)$ be the force constant at $\mathbf q$, contracted with $v_1$ and $v_2$, in a crystal with uniform displacement $U$ and uniform field $\mathbf E$. Then

$$\Phi\to\frac{\partial W}{\partial U}\cdot v_3+\frac{\partial W}{\partial\mathbf E}\cdot\mathbf e_3. \tag{8}$$

**Proof.** On the scale of the two short waves, the soft wave is a uniform displacement and field, up to corrections that vanish with $\mathbf k$. The energy bilinear in the short waves is $A_1A_2W$, and its part linear in the soft wave gives (8). The short waves also induce a soft field proportional to $A_1A_2$. It multiplies the first-order stationarity condition of the soft wave, and so contributes nothing at third order, as in Lemma 2. $\square$

The fields of the short waves are already contained in $W$. The direction dependence at small $\mathbf k$ comes from $\mathbf e_3$.

## 4. A lattice of nonlinear polarizable cells

Consider a simple cubic lattice with one optical displacement $\mathbf u$ and one total dipole $\mathbf p$ per cell, with tetrahedral site symmetry. The cell energy is

$$\begin{aligned}h={}&\frac K2u^2+\frac{|\mathbf p-z\mathbf u|^2}{2\alpha}+c_0u_xu_yu_z+c_1(u_xu_yp_z+\text{cyc})\\&+c_2(u_xp_yp_z+\text{cyc})+c_3p_xp_yp_z,\end{aligned}$$

and the cells interact through the full sum of dipole-dipole energies. The round parameters are $\Omega=512$, $\alpha=60$, $z=1.2$, $K=0.1$ and $(c_0,c_1,c_2,c_3)=(0.03,-0.006,0.002,0.001)$, in atomic units. They represent no particular material.

**Uniform vertices.** In a cubic lattice of uniform dipoles the field acting on a cell is $\mathbf E+4\pi\mathbf p/3\Omega$. To first order $\mathbf p=z\mathbf u+\alpha(\mathbf E+4\pi\mathbf p/3\Omega)$, so

$$\mathbf p=Z\mathbf u+\beta\mathbf E,\qquad Z=\frac{z}{1-4\pi\alpha/3\Omega}=2.357,\qquad \beta=\frac{\alpha}{1-4\pi\alpha/3\Omega},$$

and $\epsilon=1+4\pi\beta/\Omega=3.892$. The dipole is a stationary variable, so the argument of Lemma 2 applies to it too: the cubic vertices follow by inserting this linear $\mathbf p$ into the cubic terms of $h$. Their $xyz$ elements are

$$\begin{aligned}\phi_0&=c_0+3c_1Z+3c_2Z^2+c_3Z^3=0.0340,\\ \zeta&=-\beta(c_1+2c_2Z+c_3Z^2)=-1.059,\\ R&=-\beta^2(c_2+c_3Z)/\Omega=-0.1182,\\ \chi^{(2)}&=-\beta^3c_3/2\Omega=-1.598,\end{aligned}$$

for $\phi$, $Z'$, $\chi'$ and $\chi^{(2)}$ respectively.

**Harmonic part.** A transverse wave has $\mathbf E=0$ in the long-wave limit, so $\mathbf p=Z\mathbf u$ and $(\mathbf p-z\mathbf u)/\alpha=4\pi Z\mathbf u/3\Omega$. Because $\mathbf p$ is stationary, the energy gradient is the explicit derivative $\partial h/\partial\mathbf u=K\mathbf u-z(\mathbf p-z\mathbf u)/\alpha$. Hence

$$C_{\rm TO}=K-\frac{4\pi zZ}{3\Omega}=0.1-\frac{4\pi\times1.2\times2.357}{3\times512}=0.0769 .$$

A longitudinal unit displacement carries the field

$$s=-\frac{4\pi Z}{\Omega\epsilon}=-\frac{4\pi\times2.357}{512\times3.892}=-0.01486 .$$

The extra term in (7) is $-sZ=0.0350$. It raises the force constant to $0.1119$ hartree/bohr$^2$, a frequency ratio LO/TO of $1.207$ at equal effective mass.

**Three LO phonons.** Take wavevectors along $[100]$, $[011]$ and $-[111]$, with $v_1=(1,0,0)$, $v_2=(0,1,1)/\sqrt2$, $v_3=(1,1,1)/\sqrt3$. The third-rank tensors are proportional to $|\varepsilon_{ijk}|$ and $\mathbf e_n=s\,v_n$, so (5) reduces to

$$\Phi=S\left(\phi_0-3\zeta s-3\Omega Rs^2-2\Omega\chi^{(2)}s^3\right),\qquad S=\sum_{ijk}|\varepsilon_{ijk}|v_{1i}v_{2j}v_{3k}=\frac2{\sqrt6}=0.8165.$$

In hartree/bohr$^3$ the four terms are

$$\Phi=0.02776-0.03854+0.03274-0.00439=0.01757,$$

or $3.227$ eV/Å$^3$. Two field terms exceed the total in size, and without the $\chi^{(2)}$ term the result would be too large by a quarter of the total.

The cancellation has a simple origin in this model. The dipole per unit LO displacement is $P=Z+\beta s=Z/\epsilon=0.606$, against $Z=2.357$ at zero field. Inserting $P$ directly into the cubic terms of $h$ gives $S(c_0+3c_1P+3c_2P^2+c_3P^3)=0.0176$. The field terms re-expand this cubic polynomial about the much larger zero-field dipole.

**Comparison with finite waves.** In the lattice, all dipoles were solved self-consistently for frozen waves, and the coupling was read from the total energy, without use of (4) or (5). With $N=24$, $48$ and $96$ cells per period it is $0.017552$, $0.017568$ and $0.017572$. The distance from (5) falls by a factor close to four at each doubling, so here the leading correction is quadratic in $q$. Extrapolation gives $0.017573$, in agreement with (5).

**Dependence on direction.** Replace the third phonon by a transverse one, $v_3=(-2,1,1)/\sqrt6$. Then $\mathbf e_3=0$, and the zero-field value $0.0196$ becomes $0.0092$. For fixed displacements along $x$, $y$ and $z$ the zero-field coupling is $0.0340$. Its limit is $0.0190$ for the triad above and $0.0180$ for wavevectors along $[100]$, $[111]$ and $-[211]$: the same displacements have different limits.

**Lower symmetry and other boundaries.** A second model, with anisotropic charge and polarizability matrices and random polarizations, tests the tensor contractions. Its zero-field coupling $-0.0131$ becomes $-0.0106$ and $-0.0070$ for the two triads. For Corollary 1, the slab condition $D_n=0$ was imposed on a uniform crystal without explicit surfaces. With the same polarizations, the coupling read from the energy and the corollary both give $-0.0063$.

Corollary 2 was tested in its general form, with a random $v_3$. The numerical derivative of (7) along $v_3$ and the right side of (5) with $\mathbf e_3$ set to zero both give $0.00346$. This number is the slope of the LO force constant, not a full three-phonon coupling.

For (8), the short wavevectors were $\mathbf q-\mathbf k/2$ and $-\mathbf q-\mathbf k/2$, which sum to zero with the soft wavevector $\mathbf k$. Here $\mathbf q$ is a quarter of the reciprocal lattice vector along $[100]$, and $\mathbf k$ approached zero along $[011]$. At the limit point $\pm\mathbf q$ the zero-field part is $0.006305$ and the field part $-0.000068$. Their sum, $0.006237$, agrees with the extrapolated lattice value. Along this direction the nonanalytic part is about one percent of the zero-field part. The ratio is not general: it changes with the direction of $\mathbf k$ through $\mathbf e_3$. The numerical output below lists the values in full.

## Computed values

```
MODEL INPUT (tetrahedral site symmetry)
lattice constant: 8 bohr
cell volume Omega: 512 bohr^3
bare polarizability: 60 bohr^3
bare charge z: 1.2 e
bare spring K: 0.1 hartree/bohr^2
cubic coefficients uuu, uup, upp, ppp (a.u.): 0.03 -0.006 0.002 0.001
UNIFORM VERTICES AT E=0
Born charge Z: 2.35698 e
electronic dielectric constant: 3.89245 (no unit)
zero-field cubic constant phi0 (xyz): 0.0340004 hartree/bohr^3
Born-charge derivative zeta (xyz): -1.05867 e/bohr
Raman derivative dchi/du (xyz): -0.118186 1/bohr
chi2 (xyz, Gaussian form): -1.59837 a.u.
LO field per displacement s: -0.0148618 a.u. of field/bohr
HARMONIC
TO force constant: 0.0768604 hartree/bohr^2
LO force constant, formula: 0.111889 hartree/bohr^2
LO force constant, lattice limit: 0.111889 hartree/bohr^2
frequency ratio LO/TO: 1.20654 (no unit)
CUBIC LO-LO-LO, q along [100], [011], -[111]
geometric factor S: 0.816497 (no unit)
zero-field term: 0.0277612 hartree/bohr^3
Born-derivative term: -0.0385398 hartree/bohr^3
Raman term: 0.0327385 hartree/bohr^3
chi2 term: -0.00438682 hartree/bohr^3
formula total: 0.0175731 hartree/bohr^3
formula total: 3.22697 eV/angstrom^3
lattice, N=24 cells per period: 0.0175516 hartree/bohr^3
lattice, N=48 cells per period: 0.0175677 hartree/bohr^3
lattice, N=96 cells per period: 0.0175717 hartree/bohr^3
lattice, extrapolated: 0.0175731 hartree/bohr^3
OTHER COUPLINGS: zero-field part, formula total, lattice limit hartree/bohr^3
LO-LO-TO, same q: 0.019630 0.009179 0.009179
x,y,z displacements, same q: 0.034000 0.018957 0.018957
x,y,z displacements, q [100],[111],-[211]: 0.034000 0.017970 0.017970
low symmetry, first triad: -0.013058 -0.010593 -0.010593
low symmetry, second triad: -0.013058 -0.006999 -0.006999
BOUNDARY CONDITIONS, low-symmetry model hartree/bohr^3
slab D.n=0: direct -0.006294, formula -0.006294
LO constant slope: direct 0.003458, formula 0.003458
one soft phonon: zero-field 0.006305, field part -0.000068
one soft phonon: sum 0.006237, lattice 0.006237
largest relative deviation, six cubic cases: 2.4e-06 (no unit)
```
